# Blöchl's tetrahedron correction: what it removes and what it leaves

**Q.** Linear tetrahedron integration already treats the Fermi surface without smearing. What does it compute, before anyone corrects it?

**A.** Take one band $\varepsilon(\mathbf k)$ at zero temperature and a smooth periodic quantity $X(\mathbf k)$. I write $\int d\mathbf k$ for the average over the Brillouin zone, per spin. The wanted number is

$$I=\int d\mathbf k\,X\,\theta(\mu-\varepsilon).$$

A uniform mesh of step $h$ divides the zone into cells, and each cell into six tetrahedra of equal volume that share a body diagonal. Inside each tetrahedron both $X$ and $\varepsilon$ are replaced by the linear functions that match the corner values.

The occupied part of a tetrahedron is then cut off by a plane. Order the corners so that $\varepsilon_1<\varepsilon_2<\varepsilon_3<\varepsilon_4$, and let $a_{ij}=(\mu-\varepsilon_i)/(\varepsilon_j-\varepsilon_i)$ be the fraction of edge $ij$, measured from $i$, at which the plane cuts it, in a point $P_{ij}$. For $\varepsilon_2<\mu<\varepsilon_3$ the occupied wedge splits into the tetrahedra $(1,2,P_{13},P_{14})$, $(2,P_{13},P_{14},P_{23})$ and $(2,P_{14},P_{23},P_{24})$. The determinants of their barycentric coordinates give the volume fractions

$$V_1=a_{13}a_{14},\quad V_2=(1-a_{13})a_{14}a_{23},\quad V_3=(1-a_{14})a_{23}a_{24}.$$

A linear function averages to the mean of its corner values, and $P_{ij}$ carries a share $1-a_{ij}$ of corner $i$ and $a_{ij}$ of corner $j$. Collecting the shares of corner 1 gives its weight,

$$w_1=\tfrac14\big[V_1(3-a_{13}-a_{14})+V_2(2-a_{13}-a_{14})+V_3(1-a_{14})\big],$$

and the other corners follow in the same way. For $\varepsilon_1<\mu<\varepsilon_2$ there is one small occupied tetrahedron of volume $V=a_{12}a_{13}a_{14}$, with $w_1=\frac V4(4-a_{12}-a_{13}-a_{14})$ and $w_j=\frac V4a_{1j}$. For $\varepsilon_3<\mu<\varepsilon_4$ the empty part is a small tetrahedron at corner 4, and its weights are subtracted from $\frac14$.

**Q.** Show me numbers.

**A.** Let the corner energies be $-0.3,-0.1,0.1,0.5$ eV and $\mu=0$. Then $a_{13}=0.3/0.4=0.75$, $a_{14}=0.3/0.8=0.375$, $a_{23}=0.1/0.2=0.5$ and $a_{24}=0.1/0.6=0.1667$. The volumes are $V_1=0.28125$, $V_2=0.25\times0.375\times0.5=0.04688$ and $V_3=0.625\times0.5\times0.1667=0.05208$. The occupied fraction is their sum, 0.3802, and

$$w_1=\tfrac14(0.28125\times1.875+0.04688\times0.875+0.05208\times0.625)=0.1502.$$

The density of states is the derivative of the occupied fraction with respect to $\mu$. Differentiating $V_1,V_2,V_3$ in turn gives $1.875+0.15625+0.9375=2.969$ per eV.

**Q.** Where does the error come from? There are two interpolations.

**A.** Mark the interpolated functions by a bar. The error, interpolated minus true, is

$$\bar X\bar\theta-X\theta=(\bar X-X)\,\theta+X(\bar\theta-\theta)+(\bar X-X)(\bar\theta-\theta).$$

The first term is the wrong integrand over the right region; call its integral $A_X$. The second is the displaced Fermi surface; call its integral $B_X$. In the third, an error of order $h^2$ acts in a shell of thickness of order $h^2$, so it contributes at order $h^4$.

For $A_X$, expand $X$ to second order about the centroid of a tetrahedron, with corners at $\mathbf q_i$ and $\sum_i\mathbf q_i=0$. Let $X_{ab}=\partial_a\partial_bX$, sum over repeated $a,b$, and define $M_{ab}=\sum_iq_{ia}q_{ib}$. The linear part is reproduced. The quadratic part of the interpolated mean is the corner average, $\frac12X_{ab}M_{ab}/4$.

The true mean needs $\langle q_aq_b\rangle$. Write $\mathbf q=\sum_i\lambda_i\mathbf q_i$ with barycentric coordinates $\lambda_i$. Uniform averages over a tetrahedron are $\langle\lambda_i^2\rangle=\frac1{10}$ and $\langle\lambda_i\lambda_j\rangle=\frac1{20}$ for $i\ne j$, that is $(1+\delta_{ij})/20$. The constant part drops out because $\sum_i\mathbf q_i=0$, which leaves $\langle q_aq_b\rangle=M_{ab}/20$. Hence

$$\langle\bar X-X\rangle=\tfrac12X_{ab}M_{ab}\left(\tfrac14-\tfrac1{20}\right)=\tfrac1{10}M_{ab}X_{ab}.$$

**Q.** That is a mean over a whole tetrahedron. At the Fermi surface only a part is occupied.

**A.** Those tetrahedra fill a fraction of the zone of order $h$, and their interpolation error is of order $h^2$, so using the mean there costs order $h^3$. The same holds for the cubic terms of the expansion. With $\bar M$ the average of $M$ over the six tetrahedra of a cell, the leading term is

$$A_X=\tfrac1{10}\bar M_{ab}\int d\mathbf k\,\theta(\mu-\varepsilon)\,\partial_a\partial_bX.$$

**Q.** This involves second derivatives throughout the occupied region. Blöchl's formula contains energy differences and a density of states. How can they agree?

**A.** By Gauss's theorem. $\bar M$ is the same in every cell, so the integrand is a divergence. Opposite faces of the periodic zone cancel, and the Fermi surface remains. Its outward normal is $\nabla\varepsilon/|\nabla\varepsilon|$, and $\delta(\mu-\varepsilon)\,d^3k$ integrates to $dS/|\nabla\varepsilon|$. Therefore

$$A_X=\tfrac1{10}\bar M_{ab}\int d\mathbf k\,\delta(\mu-\varepsilon)\,\partial_a\varepsilon\,\partial_bX.$$

A full band has no Fermi surface, so this error vanishes for an insulator: positive and negative curvature cancel over the zone.

The gradients can now be read off the corners. To leading order $\varepsilon_i-\bar\varepsilon=\mathbf q_i\cdot\nabla\varepsilon$, where $\bar\varepsilon$ is here the corner mean, and likewise for $X$. Thus

$$M_{ab}\,\partial_a\varepsilon\,\partial_bX=\sum_i(\varepsilon_i-\bar\varepsilon)(X_i-\bar X)=\sum_i(\varepsilon_i-\bar\varepsilon)X_i,$$

because $\sum_i(\varepsilon_i-\bar\varepsilon)=0$. Let $D_T(\mu)$ be the contribution of tetrahedron $T$ to the density of states. With $\varepsilon_i-\bar\varepsilon=\frac14\sum_j(\varepsilon_i-\varepsilon_j)$,

$$A_X=\sum_T\frac{D_T}{40}\sum_iX_i\sum_j(\varepsilon_i-\varepsilon_j).$$

A correction must subtract this, which reverses the energy difference:

$$dw_i=\sum_T\frac{D_T(\mu)}{40}\sum_j(\varepsilon_j-\varepsilon_i).$$

The outer sum runs over the tetrahedra that have mesh point $i$ as a corner.

**Q.** You replaced the average $\bar M$ by the $M$ of each tetrahedron. Is that allowed?

**A.** It is an assumption about the Fermi surface. The six tetrahedra have different $M$. Integrated over all energies, $D_T$ gives every tetrahedron the same share, its volume. At one energy the shares are equal on average if the surface crosses the cells at evenly spread positions, as I assume for a curved surface on a fine mesh. A flat piece of surface parallel to a mesh plane meets every cell at the same place and can favour some shapes. The $h^2$ error need not then cancel.

**Q.** What does the correction do to your single tetrahedron?

**A.** The energies add to 0.2 eV, so $\sum_j(\varepsilon_j-\varepsilon_i)=0.2-4\varepsilon_i$ in eV, which is $1.4,\,0.6,\,-0.2,\,-1.8$. Multiplying by $2.969/40=0.0742$ gives

$$dw=(0.1039,\;0.0445,\;-0.0148,\;-0.1336).$$

Weight moves from high to low corners. The last corrected weight is $0.0378-0.1336=-0.0958$. It is negative, so a corrected weight is a quadrature coefficient and cannot be read as an occupation.

For $X=\varepsilon$ the change in each tetrahedron is $-\frac{D_T}{10}\sum_i(\varepsilon_i-\bar\varepsilon)^2$, which is never positive. To leading order, then, $A_\varepsilon$ is positive for either sign of the band's curvature.

**Q.** The changes add to zero, so the electron number and the Fermi level are untouched. But the surface was in the wrong place. You have ignored $B_X$.

**A.** It has to be faced. The interpolated band is too high by an amount whose cell average is $\eta=\frac1{10}\bar M_{ab}\,\partial_a\partial_b\varepsilon$, by the same calculation as for $X$. If the Fermi level moves by $\delta\mu$, then to first order

$$\bar\theta-\theta=\delta(\mu-\varepsilon)\,(\delta\mu-\eta),$$

where even sampling again permits the cell average. Let $\langle\cdot\rangle$ be the average over the Fermi surface with weight $\delta(\mu-\varepsilon)$. At fixed electron number the integral of this expression vanishes, so $\delta\mu=\langle\eta\rangle$. Multiplying by $X$ and integrating,

$$B_X=\int d\mathbf k\,\delta(\mu-\varepsilon)\,X\,(\langle\eta\rangle-\eta)=-\int d\mathbf k\,\delta(\mu-\varepsilon)\,(X-\langle X\rangle)\,\eta.$$

The second form follows because $X\langle\eta\rangle$ and $\langle X\rangle\eta$ have the same surface integral. $B_X$ is of order $h^2$, like $A_X$, and $dw_i$ does not remove it.

**Q.** Then why does the correction work for the energy?

**A.** Because $\varepsilon=\mu$ everywhere on the Fermi surface. Then $X-\langle X\rangle=0$ and $B_\varepsilon=0$. Electrons moved from one part of the surface to another keep their energy to first order, so $A_\varepsilon$ is the whole leading error, and the correction removes it.

The condition of fixed number matters. At fixed $\mu$ we have $\delta\mu=0$, and the displacement changes the band energy by $-\mu\int d\mathbf k\,\delta(\mu-\varepsilon)\,\eta$, which stays uncorrected. At fixed $\mu$ the quantity that loses its leading error is the grand potential, with $X=\varepsilon-\mu$, which is zero on the surface.

**Q.** Can you show that $B_X$ really survives for something other than the energy?

**A.** Take the dimensionless band $\varepsilon=-\cos k_x-\cos k_y-\cos k_z-0.2\cos2k_x$ with $\mu=-1.6$, which fills 0.1023 of the zone per spin, and let $X=\cos2k_x$. This $X$ varies over the Fermi surface. The reference values come from a separate integration in spherical coordinates. There the volume and surface sides of Gauss's theorem, for $\partial_x^2X$, both equal $-0.135236$.

The following ratios are averages over meshes with 32, 36, 40 and 44 divisions per axis, at fixed electron number. The linear energy error is 0.998 of the predicted $A_\varepsilon$. After correction, $-0.004$ of $A_\varepsilon$ remains. For $X$, the linear error is 0.992 of the predicted $A_X+B_X$, and the corrected error is 0.977 of $B_X$ alone. Since $B_X$ is 0.236 of the sum, about a quarter of the leading error stays. In this case the correction helps, but it does not change the order of convergence.

The same caution applies to a force evaluated as a sum of $\partial\varepsilon/\partial R$ over occupied states, with $R$ an atomic coordinate. In a metal both that derivative and $\eta$ generally vary over the Fermi surface, so a surviving $B_X$ must be expected. It vanishes if either of them is constant there.

**Q.** Now a metal, with energies in units I use.

**A.** Sodium is suitable because its conduction band is close to that of free electrons and its Fermi surface lies inside the first zone. The model is a free-electron band on the bcc lattice, with a rough lattice constant $a=4.2$ Å and one electron per atom. In atomic units $\varepsilon=k^2/2$; for numbers I write $\varepsilon=ck^2$ with $c=3.810$ eV Å$^2$.

There are two atoms per volume $a^3$, so $k_F^3=3\pi^2\cdot2/a^3$. This gives $k_F=0.928$ Å$^{-1}$ and $E_F=ck_F^2=3.281$ eV. The nearest zone face is at 1.058 Å$^{-1}$, so the sphere fits. The band energy per atom is

$$E=c\,\frac{\int_0^{k_F}k^4dk}{\int_0^{k_F}k^2dk}=\tfrac35E_F=1.969\ \text{eV}.$$

**Q.** Can you predict the linear error before doing the sum?

**A.** Yes. Here $\partial_a\partial_b\varepsilon=2c\,\delta_{ab}$, so $\eta=\frac{2c}{10}\,\mathrm{tr}\,\bar M$ is constant. With one electron per atom, the volume form of $A_\varepsilon$ equals $\eta$ per atom. The Fermi level should rise by $\langle\eta\rangle=\eta$ as well.

For the trace, use $\sum_i|\mathbf q_i|^2=\frac14\sum_{i<j}|\mathbf q_i-\mathbf q_j|^2$, which holds because the $\mathbf q_i$ add to zero. With $n$ divisions per axis and $\kappa=2\pi/a=1.496$ Å$^{-1}$, the mesh steps are $\frac\kappa n(0,1,1)$, $\frac\kappa n(1,0,1)$ and $\frac\kappa n(-1,-1,0)$. In units of $\kappa^2/n^2$:

- The three steps have squared length 2 each, together 6.
- The sums of two steps have squared lengths 6, 2 and 2, with mean $10/3$. Each tetrahedron has two such edges, on average $20/3$ together.
- The shared diagonal $(0,0,2)$ has squared length 4.

The total is $50/3$, so $\mathrm{tr}\,\bar M=\frac{25}{6}\kappa^2/n^2$ and

$$\eta=\frac{2\times3.810}{10}\times\frac{25}{6}\times\frac{(1.496)^2}{n^2}\ \text{eV}=\frac{7.11}{n^2}\ \text{eV}.$$

For $n=24$ this is 12.34 meV. The sums at fixed electron number give these errors, in meV (per atom for the energies):

| $n$ | linear | corrected | Fermi level |
|---|---|---|---|
| 12 | 49.22 | −0.68 | 48.46 |
| 24 | 12.34 | −0.02 | 12.42 |
| 48 | 3.08 | −0.003 | 3.10 |

Doubling $n$ from 24 to 48 divides the linear error by four. The corrected energy at $n=12$ is closer to the model's value than the linear one at $n=48$. The Fermi level keeps its error, as derived.

**Q.** Does the corrected error follow a clean power of $n$?

**A.** Not in these data. It is $-0.021$ meV at $n=24$ and $-0.017$ meV at $n=32$, a much smaller drop than between other meshes. Uneven sampling of the tetrahedron shapes is a possible cause, but I offer that as a conjecture.

The coarse meshes also strain an assumption. The folded free-electron band has a kink at the zone face, 0.130 Å$^{-1}$ beyond the Fermi sphere. The longest tetrahedron edge is $\sqrt6\,\kappa/n$, which is shorter than this gap for $n\ge29$. On coarser meshes this length alone no longer rules out that a tetrahedron cut by the Fermi surface reaches across the kink. In the table this happens only at $n=12$, so the kink does not explain the value at $n=24$.

**Q.** So is the energy of sodium now known to 0.02 meV?

**A.** No. That is the integration error within the model. Real sodium has a lattice potential: with an assumed, rough Fourier component of $+0.2$ eV on the twelve shortest reciprocal vectors, the band energy falls by about 33 meV per atom, more than the linear mesh error at $n=24$. At 300 K, thermal occupation raises it by about 0.5 meV, more than the corrected error at $n=24$. Exchange in a uniform gas of this density is about $-3.2$ eV per atom and is no part of this band sum; correlation and self-consistency are also left out. The lattice constant and the nearly free band are in sodium's range, but these omissions rule out reading 1.969 eV as its total energy.

**Q.** When should I distrust the correction even for the energy?

**A.** When a step of the derivation fails. The cancellation of the $h^2$ error is then no longer guaranteed, although it may survive. At a van Hove energy $\nabla\varepsilon$ vanishes somewhere on the Fermi surface, and the first-order displacement is not justified there. Where bands cross, sorting them by energy puts kinks into each one, and the quadratic expansion fails near the crossing. A small pocket or narrow neck should be several mesh steps wide before the correction, a leading-order result in $h$, is relied on. A flat piece of Fermi surface parallel to a mesh plane samples the tetrahedron shapes unevenly, so an error of order $h^2$ can remain. For a given band free of these features near $\mu$, treated at fixed electron number, the corrected band energy should converge faster than $h^2$. The band has been held fixed throughout. In a self-consistent calculation the density is itself a sum over occupied states and keeps its $B_X$; the potential then shifts at order $h^2$, and the band energy follows it at first order. There the gain belongs to the total energy, which is stationary with respect to the density. The Fermi level and other observables still need their own convergence test. The full set of values is in the numerical output.

## Computed values

```
One tetrahedron, corner energies (eV): [-0.3 -0.1  0.1  0.5]
  Fermi level: 0.0 eV
  linear weights (1): [0.150228 0.118273 0.073893 0.037815]
  occupied fraction: 0.380208
  density of states: 2.96875 1/eV
  weight changes (1): [ 0.103906  0.044531 -0.014844 -0.133594]
Cosine test band, dimensionless energies and wavevectors
  second-harmonic coefficient: 0.20
  Fermi level: -1.60, filling per spin: 0.102292
  meshes averaged, divisions per axis: (32, 36, 40, 44)
  Gauss volume and surface sides: -0.13523620 -0.13523620
  linear energy error / predicted: 0.9983
  corrected energy error / predicted linear: -0.0038
  linear X error / predicted A+B: 0.9921
  corrected X error / predicted B: 0.9771
  predicted surviving share B/(A+B): 0.2360
Free-electron band in the regime of bcc sodium
  rough lattice constant: 4.20 angstrom
  hbar^2/(2m): 3.80998 eV angstrom^2
  Fermi wavevector: 0.92804 1/angstrom
  nearest zone-face distance: 1.05783 1/angstrom
  Fermi energy: 3.28139 eV
  closed-form band energy: 1.96884 eV/atom
  closed-form density of states: 0.45712 1/(eV atom), both spins
  n; errors in meV/atom: linear, predicted, corrected;
     Fermi-level error in meV; density of states in 1/(eV atom)
  12   49.2203   49.3447   -0.6753   48.4586   0.45864
  16   27.7335   27.7564   -0.2059   27.9491   0.45663
  24   12.3359   12.3362   -0.0213   12.4223   0.45751
  32    6.9385    6.9391   -0.0167    6.9225   0.45714
  48    3.0839    3.0840   -0.0033    3.0984   0.45710
  observed order of linear error, n=24 to 48: 2.0000
Neglected effects for the sodium-like example
  assumed rough lattice-potential component: 0.20 eV
  lattice-potential energy shift: -32.926 meV/atom
  temperature: 300 K
  thermal band-energy rise: 0.5025 meV/atom
  uniform-gas exchange energy: -3.1902 eV/atom
```
